# Energy gradient and amplitude–phase metric for complex network wave functions: test program

```python
"""Result under test, for real parameters of ln(psi) = A + i Phi:
  dE/dtheta_k = 2 Re cov(O_k*, E_L)
              = 2 cov(a_k, Re E_L) + 2 cov(phi_k, Im E_L)
  metric S_kl = cov(a_k, a_l) + cov(phi_k, phi_l)
O_k = d ln(psi)/dtheta_k = a_k + i phi_k; E_L = H psi / psi.
Covariances are taken over |psi|^2. Algebra is in atomic units.
Model: two singlet electrons in a 1D periodic cell with a twist; a small
tanh network gives A and Phi. Parameter order: u (amplitude output, 2),
v (phase output, 2), w (shared hidden weights, 2 x 3), b (shared biases, 2).
"""
import numpy as np
from scipy.constants import physical_constants

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10

cell_A, soft_A, depth_eV, twist_fraction = 4.0, 0.5, 3.0, 0.25
cell, soft, depth = cell_A / BOHR, soft_A / BOHR, depth_eV / HARTREE
wave = 2 * np.pi / cell
twist = twist_fraction * wave
N = 64
angle = 2 * np.pi * np.arange(N) / N
t1, t2 = np.meshgrid(angle, angle, indexing="ij")
features = np.array([np.cos(t1) + np.cos(t2),
                     np.sin(t1) + np.sin(t2), np.cos(t1 - t2)])
chord = cell / np.pi * np.sin((t1 - t2) / 2)
potential = depth * features[0] + 1 / np.sqrt(chord**2 + soft**2)
k = wave * np.fft.fftfreq(N, 1 / N)
k1, k2 = np.meshgrid(k, k, indexing="ij")
kinetic = 0.5 * ((k1 + twist)**2 + (k2 + twist)**2)

theta = np.array([0.6, -0.4, 0.3, 0.5,
                  0.5, -0.3, -0.4, -0.2, 0.6, 0.3, 0.1, -0.2])
P = len(theta)
unit = np.eye(P)


def hidden_layer(p):
    w, b = p[4:10].reshape(2, 3), p[10:12]
    return np.tanh(np.tensordot(w, features, 1) + b[:, None, None])


def network(p):
    return np.tensordot(p[0:2] + 1j * p[2:4], hidden_layer(p), 1)


def state(p_amplitude, p_phase):
    """Periodic factor of psi; the fixed twist phase is in the kinetic term."""
    return np.exp(network(p_amplitude).real + 1j * network(p_phase).imag)


def energy(f):
    weight_k, weight_x = abs(np.fft.fft2(f))**2, abs(f)**2
    return (np.sum(kinetic * weight_k) / np.sum(weight_k)
            + np.sum(potential * weight_x) / np.sum(weight_x))


# Analytic logarithmic derivatives and local energy
h = hidden_layer(theta)
c = theta[0:2] + 1j * theta[2:4]
w = theta[4:10].reshape(2, 3)
slope = 1 - h**2
back = c[:, None, None] * slope
O = np.concatenate([h, 1j * h,
                    (back[:, None] * features[None]).reshape(6, N, N),
                    back]).reshape(P, -1)
a, phi = O.real, O.imag

sd = np.sin(t1 - t2)
cd = np.cos(t1 - t2)
re_local, im_local = potential.copy(), np.zeros((N, N))
phase_slopes = []
for t, sign in ((t1, 1), (t2, -1)):
    first = wave * np.array([-np.sin(t), np.cos(t), -sign * sd])
    second = -wave**2 * np.array([np.cos(t), np.sin(t), cd])
    z1, z2 = np.tensordot(w, first, 1), np.tensordot(w, second, 1)
    g1 = np.tensordot(c, slope * z1, 1)
    g2 = np.tensordot(c, slope * z2 - 2 * h * slope * z1**2, 1)
    dA, dPhi = g1.real, g1.imag + twist
    re_local -= 0.5 * (g2.real + dA**2 - dPhi**2)
    im_local -= 0.5 * (g2.imag + 2 * dA * dPhi)
    phase_slopes.append(dPhi)
local = re_local + 1j * im_local

psi = state(theta, theta)
h_psi = np.fft.ifft2(kinetic * np.fft.fft2(psi)) + potential * psi
assert np.max(abs(h_psi / psi - local)) < 1e-8
density = abs(psi)**2 / np.sum(abs(psi)**2)
divergence = sum(np.fft.ifft2(1j * kk * np.fft.fft2(density * s)).real
                 for kk, s in zip((k1, k2), phase_slopes))
assert np.max(abs(density * im_local + 0.5 * divergence)) < 1e-10

prob, EL = density.ravel(), local.ravel()


def cov(x, y):
    """Weighted covariance without conjugation; rows are variables."""
    x, y = np.atleast_2d(x), np.atleast_2d(y)
    xc = x - (x @ prob)[:, None]
    yc = y - (y @ prob)[:, None]
    return (xc * prob) @ yc.T


E = energy(psi)
mean_local = prob @ EL
assert abs(mean_local - E) < 1e-10
gradient = 2 * cov(O.conj(), EL)[:, 0].real
grad_amp = 2 * cov(a, EL.real)[:, 0]
grad_phase = 2 * cov(phi, EL.imag)[:, 0]

# Displacements of both parts, amplitude only, and phase only
moves = {"both": lambda d: state(theta + d, theta + d),
         "amplitude": lambda d: state(theta + d, theta),
         "phase": lambda d: state(theta, theta + d)}


def energy_slopes(move, step=4e-3):
    out = []
    for e in unit:
        near = energy(move(step * e)) - energy(move(-step * e))
        far = energy(move(2 * step * e)) - energy(move(-2 * step * e))
        out.append((8 * near - far) / (12 * step))
    return np.array(out)


slopes = {name: energy_slopes(move) for name, move in moves.items()}
grad_errors = []
for name, formula in (("both", gradient), ("amplitude", grad_amp),
                      ("phase", grad_phase)):
    grad_errors.append(np.max(abs(slopes[name] - formula)))
    assert grad_errors[-1] < 1e-7

# Metric from overlaps of displaced states
Q = cov(O.conj(), O)
S_amp, S_phase = cov(a, a), cov(phi, phi)


def infidelity(f):
    overlap = abs(np.vdot(psi, f))**2
    return 1 - overlap / (np.vdot(psi, psi).real * np.vdot(f, f).real)


def overlap_metric(move, step):
    out = np.zeros((P, P))
    for i in range(P):
        for j in range(i, P):
            plus, minus = step * (unit[i] + unit[j]), step * (unit[i] - unit[j])
            value = (infidelity(move(plus)) + infidelity(move(-plus))
                     - infidelity(move(minus)) - infidelity(move(-minus)))
            out[i, j] = out[j, i] = value / (8 * step**2)
    return out


metric_fd, metric_errors = {}, []
for name, formula in (("both", S_amp + S_phase), ("amplitude", S_amp),
                      ("phase", S_phase)):
    fine = overlap_metric(moves[name], 5e-3)
    coarse = overlap_metric(moves[name], 1e-2)
    metric_fd[name] = (4 * fine - coarse) / 3
    metric_errors.append(np.max(abs(metric_fd[name] - formula)))
    assert metric_errors[-1] < 1e-6
assert np.max(abs(metric_fd["both"][0:2, 2:4])) < 1e-6
shared_coupling = np.max(abs(metric_fd["both"][0:4, 4:12]))
assert shared_coupling > 1e-3

# Phase around a small parameter rectangle, centred on theta
curvature = cov(a, phi) - cov(phi, a)
i, j = np.unravel_index(np.argmax(curvature), curvature.shape)
side = 4e-3
corners = [theta + side / 2 * (x * unit[i] + y * unit[j])
           for x, y in ((-1, -1), (1, -1), (1, 1), (-1, 1))]
loop = [state(p, p) for p in corners]
links = [np.vdot(loop[n], loop[(n + 1) % 4]) for n in range(4)]
loop_phase = np.angle(np.prod([z / abs(z) for z in links])) / side**2
assert abs(loop_phase - 2 * curvature[i, j]) < 1e-3 * abs(loop_phase)

# Monte Carlo estimate from independent draws of grid configurations
samples = 200000
rng = np.random.default_rng(7)
drawn = rng.choice(N * N, size=samples, p=prob / prob.sum())
Os, Es = O[:, drawn], EL[drawn]
terms = 2 * ((Os - Os.mean(axis=1)[:, None]).conj() * (Es - Es.mean())).real
mc_gradient = terms.mean(axis=1)
mc_error = terms.std(axis=1, ddof=1) / np.sqrt(samples)
largest_z = np.max(abs(mc_gradient - gradient) / mc_error)
assert largest_z < 5

# Two configurations: psi = (1, x), off-diagonal coupling t
coupling_eV = 1.0
H2 = coupling_eV * np.array([[0.0, 1.0], [1.0, 0.0]])


def two_energy(x):
    f = np.array([1.0, x])
    return f @ H2 @ f / (f @ f)


def sampled_slope(x):
    f, df = np.array([1.0, x]), np.array([0.0, 1.0])
    seen = f != 0
    p = f[seen]**2 / np.sum(f[seen]**2)
    o, e = df[seen] / f[seen], (H2 @ f)[seen] / f[seen]
    return 2 * (p @ (o * e) - (p @ o) * (p @ e))


def true_slope(x):
    return (two_energy(x + 1e-4) - two_energy(x - 1e-4)) / 2e-4


assert abs(sampled_slope(0.3) - true_slope(0.3)) < 1e-6
assert abs(true_slope(0.0) - 2 * coupling_eV) < 1e-6
assert abs(sampled_slope(0.0)) < 1e-12

names = ["u1", "u2", "v1", "v2", "w11", "w12", "w13",
         "w21", "w22", "w23", "b1", "b2"]
s = 4
print(f"cell length = {cell_A:.2f} angstrom")
print(f"repulsion softening length = {soft_A:.2f} angstrom")
print(f"cosine potential amplitude = {depth_eV:.2f} eV")
print(f"twist wave number = {twist / BOHR:.5f} 1/angstrom")
print(f"grid points per electron = {N}")
print("parameter, value, gradient, amplitude part, phase part (last 3 in eV)")
for n in range(P):
    print(f"  {names[n]:3s} {theta[n]:5.2f} {gradient[n]*HARTREE:10.5f}"
          f" {grad_amp[n]*HARTREE:10.5f} {grad_phase[n]*HARTREE:10.5f}")
print(f"trial energy = {E*HARTREE:.5f} eV = {E:.6f} hartree")
print(f"mean Im E_L = {mean_local.imag*HARTREE:.1e} eV")
print(f"std of Re E_L = {np.sqrt(cov(EL.real, EL.real)[0,0])*HARTREE:.4f} eV")
print(f"std of Im E_L = {np.sqrt(cov(EL.imag, EL.imag)[0,0])*HARTREE:.4f} eV")
print(f"w11 gradient = {gradient[s]*HARTREE:.5f} eV = {gradient[s]:.6f} hartree")
print(f"w11 finite-difference slope = {slopes['both'][s]*HARTREE:.5f} eV")
print(f"w11 Monte Carlo gradient = {mc_gradient[s]*HARTREE:.4f} eV")
print(f"w11 Monte Carlo standard error = {mc_error[s]*HARTREE:.4f} eV")
print(f"Monte Carlo draws = {samples}")
print(f"largest Monte Carlo deviation = {largest_z:.2f} standard errors")
print(f"largest gradient error, all tests = {max(grad_errors)*HARTREE:.1e} eV")
print("metric element: amplitude part, phase part, sum (dimensionless)")
for m, n in ((0, 0), (2, 2), (0, 2), (4, 4), (0, 4), (2, 4)):
    print(f"  {names[m]},{names[n]}: {S_amp[m,n]:.6f} {S_phase[m,n]:.6f}"
          f" {S_amp[m,n]+S_phase[m,n]:.6f}")
print(f"w11,w11 metric from overlaps = {metric_fd['both'][s,s]:.6f} (no unit)")
print(f"largest metric error, all tests = {max(metric_errors):.1e} (no unit)")
print(f"largest output-to-shared coupling = {shared_coupling:.6f} (no unit)")
print(f"Im Q for {names[i]},{names[j]} = {Q[i,j].imag:.6f} (no unit)")
print(f"loop phase per area, same pair = {loop_phase:.6f} rad")
print(f"two-configuration coupling = {coupling_eV:.2f} eV")
print(f"true slope at zero amplitude = {true_slope(0.0):.4f} eV")
print(f"sampled slope at zero amplitude = {sampled_slope(0.0):.4f} eV")
print(f"true slope at amplitude 0.3 = {true_slope(0.3):.4f} eV")
print(f"sampled slope at amplitude 0.3 = {sampled_slope(0.3):.4f} eV")
print("verified")
```

Running it gives:

```
cell length = 4.00 angstrom
repulsion softening length = 0.50 angstrom
cosine potential amplitude = 3.00 eV
twist wave number = 0.39270 1/angstrom
grid points per electron = 64
parameter, value, gradient, amplitude part, phase part (last 3 in eV)
  u1   0.60    3.82991    3.82991    0.00000
  u2  -0.40   -2.86099   -2.86099    0.00000
  v1   0.30    0.17663    0.00000    0.17663
  v2   0.50    1.77911    0.00000    1.77911
  w11  0.50    4.86431    4.03890    0.82541
  w12 -0.30   -0.96369   -2.18807    1.22437
  w13 -0.40    2.62790    2.65499   -0.02709
  w21 -0.20   -1.49274   -2.95133    1.45858
  w22  0.60    2.58025    1.06416    1.51609
  w23  0.30   -1.51901   -1.61732    0.09831
  b1   0.10   -0.90832   -0.89095   -0.01737
  b2  -0.20    1.02069    0.58438    0.43631
trial energy = 20.22865 eV = 0.743389 hartree
mean Im E_L = -3.0e-16 eV
std of Re E_L = 8.3935 eV
std of Im E_L = 3.9608 eV
w11 gradient = 4.86431 eV = 0.178760 hartree
w11 finite-difference slope = 4.86431 eV
w11 Monte Carlo gradient = 4.8611 eV
w11 Monte Carlo standard error = 0.0173 eV
Monte Carlo draws = 200000
largest Monte Carlo deviation = 2.85 standard errors
largest gradient error, all tests = 2.4e-09 eV
metric element: amplitude part, phase part, sum (dimensionless)
  u1,u1: 0.103645 0.000000 0.103645
  v1,v1: 0.000000 0.103645 0.103645
  u1,v1: 0.000000 0.000000 0.000000
  w11,w11: 0.108003 0.027001 0.135004
  u1,w11: 0.069488 0.000000 0.069488
  v1,w11: 0.000000 0.034744 0.034744
w11,w11 metric from overlaps = 0.135004 (no unit)
largest metric error, all tests = 8.4e-09 (no unit)
largest output-to-shared coupling = 0.102776 (no unit)
Im Q for w11,w21 = 0.135911 (no unit)
loop phase per area, same pair = 0.271822 rad
two-configuration coupling = 1.00 eV
true slope at zero amplitude = 2.0000 eV
sampled slope at zero amplitude = 0.0000 eV
true slope at amplitude 0.3 = 1.5319 eV
sampled slope at amplitude 0.3 = 1.5319 eV
verified
```
